# Centre-to-surface potential drop in a fully depleted silicon nanowire

## Problem

A long cylindrical silicon nanowire has radius $R=20$ nm and uniform donor density $N=10^{18}\ \mathrm{cm^{-3}}$. A gate surrounds it. During a capacitance–voltage sweep the gate is made negative until the electrons have left the whole cross-section. Take the relative permittivity of silicon as 11.7.

1. What is the potential difference between the axis and the surface?
2. How does it enter the gate voltage and the capacitance?
3. How empty must the wire be for the answer to hold, and what does the model leave out?

Let $\phi$ be the electrostatic potential, $r$ the distance from the axis, $q>0$ the elementary charge and $\varepsilon$ the permittivity of silicon. All donors are taken as ionised and, at first, as a smooth charge density $+qN$. The wire is long and evenly gated, so $\phi$ depends on $r$ alone.

## A tempting solution

Depletion from a flat surface is described by a one-dimensional Poisson equation. With $r$ as its coordinate, it reads

$$\frac{d^2\phi}{dr^2}=-\frac{qN}{\varepsilon}.$$

By symmetry the field $E=-d\phi/dr$ vanishes on the axis. One integration gives $E=qNr/\varepsilon$, and a second gives

$$\phi(0)-\phi(R)=\int_0^R\frac{qNr}{\varepsilon}\,dr=\frac{qNR^2}{2\varepsilon}.$$

This is the familiar planar result with the depletion width set equal to $R$. Its value here is 0.309 V.

## Where it fails

Both integrations are correct; the fault is in the starting equation. Test its field against Gauss's law on a coaxial cylinder of radius $r$ and length $L$. The flux of the proposed field is

$$2\pi rL\,E=2\pi rL\,\frac{qNr}{\varepsilon}=\frac{2\pi qNr^2L}{\varepsilon},$$

but the enclosed charge divided by $\varepsilon$ is $\pi r^2L\,qN/\varepsilon$. The field is therefore twice as large as the charge can support.

In a slab, field lines stay parallel. In a wire they spread as they run outward, so part of the enclosed charge serves to keep the field up over a growing area. The one-dimensional equation omits this spreading. Its result is right for a slab of half-thickness $R$ depleted from both faces, but not for a cylinder of radius $R$.

## The right solution

Gauss's law with the correct enclosed charge is

$$2\pi rL\,E(r)=\frac{qN\,\pi r^2L}{\varepsilon}
\quad\Longrightarrow\quad E(r)=\frac{qNr}{2\varepsilon}.$$

The field points outward because the donors are positive. Integrating from the axis gives

$$\phi(0)-\phi(r)=\int_0^r\frac{qNs}{2\varepsilon}\,ds=\frac{qNr^2}{4\varepsilon},$$

and hence

$$\boxed{\Delta\phi=\phi(0)-\phi(R)=\frac{qNR^2}{4\varepsilon}}.$$

With $N=10^{24}\ \mathrm{m^{-3}}$, $R=2\times10^{-8}$ m and $\varepsilon=1.0359\times10^{-10}$ F/m,

$$\Delta\phi=\frac{(1.602\times10^{-19})(10^{24})(4\times10^{-16})}{4(1.0359\times10^{-10})}\ \mathrm V=0.155\ \mathrm V.$$

The axis is at the higher potential, so an electron has its lowest potential energy there, and the last electrons to leave sit near the axis. For acceptors the sign of $\Delta\phi$ reverses. A numerical solution of the cylindrical Poisson equation for the same wire also gives 0.1547 V.

The drop is linear in $N$ and quadratic in $R$. At fixed doping, a radius of 21 nm instead of 20 nm raises it by the factor $(21/20)^2=1.1025$, to 0.171 V. If the drop and radius were known and the doping were sought, the slab formula would return half the true density.

## The approach to full depletion

Suppose the wire is depleted between a neutral core of radius $a$ and the surface. This is the depletion approximation: the electron density is $N$ inside the core and zero outside. The charge enclosed at $r>a$ is now $\pi qN(r^2-a^2)$ per length, so

$$E(r)=\frac{qN}{2\varepsilon}\left(r-\frac{a^2}{r}\right).$$

Integration from $a$ to $R$ gives the core-to-surface potential

$$\psi(a)=\frac{qN}{2\varepsilon}\left[\frac{R^2-a^2}{2}-a^2\ln\frac Ra\right]
=\frac{qN}{4\varepsilon}\left[R^2-a^2-2a^2\ln\frac Ra\right].$$

As $a\to0$, the product $a^2\ln(R/a)$ vanishes and $\psi\to\Delta\phi$. For $a=10$ nm the bracket is $400-100-200\ln2=161\ \mathrm{nm^2}$, or 0.403 of $R^2$, and $\psi=0.062$ V. In this sharp-edged picture, three quarters of the cross-section is then depleted, but only 40% of the final drop has developed.

The depletion charge per length is $Q=\pi qN(R^2-a^2)$. The semiconductor capacitance per length is $C=dQ/d\psi$, and both derivatives follow from moving the core edge:

$$\frac{dQ}{da}=-2\pi qNa,$$

$$\frac{d\psi}{da}=\frac{qN}{4\varepsilon}\left[-2a-4a\ln\frac Ra+2a\right]=-\frac{qNa}{\varepsilon}\ln\frac Ra.$$

The last $+2a$ comes from differentiating the logarithm. The ratio is

$$C=\frac{2\pi\varepsilon}{\ln(R/a)},$$

which is the capacitance of a coaxial capacitor with electrodes at $a$ and $R$. At $a=10$ nm it is $2\pi\varepsilon/\ln2=0.939$ fF/µm. A finite difference of charge and potential from the numerical Poisson solution gives the same value.

In this approximation $C$ falls to zero as the core closes, but only logarithmically: at $a=1$ nm it is still $2\pi\varepsilon/\ln20=0.22$ fF/µm. Such a small core should not be taken literally, because thermal electrons blur its edge over the Debye length

$$L_D=\sqrt{\frac{\varepsilon kT}{q^2N}}=\frac R2\sqrt{\frac{kT/q}{\Delta\phi}}.$$

At 300 K, $kT/q=25.85$ mV and $L_D$ is 4.1 nm. This is not small beside even a 10 nm core, so the formula for $C$ is only a guide in this wire. Near flat band, where $a\to R$, the formula diverges but the true capacitance stays finite. Once $\psi$ exceeds about $kT/q$, mobile electrons make the capacitance larger than the formula says, and it does not vanish at $\psi=\Delta\phi$.

## The gate voltage is a different quantity

Let the gate be separated from the wire by silicon dioxide of thickness $t=5$ nm and relative permittivity 3.9, with no charge in the oxide. At full depletion, Gauss's law in the oxide gives

$$E_{ox}(r)=\frac{qNR^2}{2\varepsilon_{ox}r},\qquad r>R.$$

The potential falls across the oxide by

$$V_{ox}=\int_R^{R+t}E_{ox}\,dr=\frac{qNR^2}{2\varepsilon_{ox}}\ln\left(1+\frac tR\right).$$

Here $\varepsilon_{ox}=\varepsilon/3$, so $V_{ox}=6\,\Delta\phi\ln1.25=0.207$ V. In the depletion approximation, the core closes when the gate lies $0.155+0.207=0.362$ V below its flat-band value. More than half of that shift falls across the oxide. The capacitance measured at the gate is that of the semiconductor, $C$, in series with the oxide capacitance per length $2\pi\varepsilon_{ox}/\ln(1+t/R)$; $\Delta\phi$ is the value of $\psi$ at which $C$ reaches zero in this approximation. A fixed charge at the interface would move the gate voltage, but not $\Delta\phi$ once the wire is empty: in this symmetric geometry, charge at $r=R$ produces no field inside.

## What "full depletion" requires

Electrons do not disappear at a sharp edge. In a classical, non-degenerate description their density is

$$n=Ne^u,\qquad u=\frac{q\phi}{kT},$$

with $\phi=0$ in neutral material. Put $x=r/R$ and $d=q\Delta\phi/(kT)$. Multiplying Poisson's equation by $qR^2/(kT)$ turns its coefficient into $q^2NR^2/(\varepsilon kT)=4d$:

$$\frac1x\frac{d}{dx}\left(x\frac{du}{dx}\right)=-4d\,(1-e^u).$$

In this wire $d=5.98$. Since the electrons cancel some donor charge, the field and the drop are smaller than their ideal values.

The shortfall can be found to leading order when the axis density $n_0=\nu N$ is small. Without electron charge the profile is $u=\ln\nu-dx^2$. Insert the corresponding density $e^u=\nu e^{-dx^2}$ on the right, multiply by $x$ and integrate from zero:

$$x\frac{du}{dx}=-4d\int_0^x s\left(1-\nu e^{-ds^2}\right)ds
=-2dx^2+2\nu\left(1-e^{-dx^2}\right).$$

Divide by $x$, integrate from 0 to 1 and reverse the sign:

$$u(0)-u(1)=d-2\nu\int_0^1\frac{1-e^{-dx^2}}{x}\,dx.$$

With $w=dx^2$, so that $dx/x=dw/(2w)$, this becomes

$$u(0)-u(1)=d-\nu\,\mathrm{Ein}(d),\qquad
\mathrm{Ein}(d)=\int_0^d\frac{1-e^{-w}}{w}\,dw.$$

The drop is therefore smaller than $\Delta\phi$ by $(kT/q)\,\nu\,\mathrm{Ein}(d)$. With $\mathrm{Ein}(5.98)=2.37$ and $\nu=0.01$, the shortfall is $25.85\times0.01\times2.37=0.61$ mV. Direct integration of the nonlinear equation gives 0.615 mV. At $\nu=0.1$ the integrated drop is 0.148 V, about 4% below the ideal value.

The surface potential alone can mislead. Suppose the surface is held 0.155 V below the neutral potential, the value at which the depletion approximation declares the core closed. The nonlinear equation then gives an axis density of $0.36N$, a mean density of $0.08N$ and a centre-to-surface drop of 0.128 V. The remainder of the surface bending is the fall of the axis itself below the neutral potential, $25.85\ \mathrm{mV}\times\ln(1/0.359)=26$ mV.

To reduce the axis density to $0.01N$, the axis must fall by $25.85\ \mathrm{mV}\times\ln100=0.119$ V. The surface then lies $0.154+0.119=0.273$ V below neutral. Adding the oxide voltage, which is nearly that of full depletion, puts the gate shift near 0.48 V instead of 0.36 V. Beyond this point a more negative gate lowers the whole cross-section almost rigidly: the charge density hardly changes, so neither does the drop, until holes become important.

## When holes arrive first

In equilibrium the hole density is $p=n_i^2/n$, where $n_i$ is the intrinsic density. At a surface with potential $\phi_s$ this is $p=(n_i^2/N)e^{-q\phi_s/(kT)}$. Setting $p=N$ as the criterion for inversion gives

$$|\phi_s|=\frac{2kT}{q}\ln\frac N{n_i}.$$

With the rough value $n_i=10^{10}\ \mathrm{cm^{-3}}$, this is about 0.95 V. The wire is empty long before then: at $n_0=0.01N$ the surface hole density is about $4\times10^6\ \mathrm{cm^{-3}}$, negligible beside $N$.

A thicker wire behaves differently. At the same doping and temperature, equating $\Delta\phi$ to the inversion bending gives a limiting radius

$$R_{lim}=20\ \mathrm{nm}\times\sqrt{\frac{0.95}{0.155}}\approx50\ \mathrm{nm}.$$

Above roughly this radius, if holes can be supplied, inversion sets in before the depletion edge reaches the axis. With thermal electrons the limit is lower: at 50 nm the axis still holds about $0.3N$ when the surface inverts, and reaching $n_0=0.01N$ first requires $\Delta\phi+0.119\ \mathrm V<0.95$ V, a radius below about 46 nm. The formula for $\Delta\phi$ then describes a state that an equilibrium sweep does not reach.

## Donors are discrete

A length of 1 nm of this wire contains on average 1.26 donors, and 20 nm contains about 25. To size the resulting scatter, let the gate lie directly on the wire, so that the surface is held at zero potential, and place the donors independently at random.

Let $G(r,z)$ be the axis potential at $z=0$ due to one donor at $(r,z)$. By reciprocity it equals the potential at $(r,z)$ due to a charge $q$ on the axis at $z=0$. Solutions of Laplace's equation that vanish at $r=R$ and far along the wire combine to

$$G=\sum_jA_jJ_0\left(\frac{x_jr}{R}\right)e^{-x_j|z|/R},$$

where $x_j$ are the zeros of the Bessel function $J_0$. The point charge requires a jump in slope at $z=0$:

$$\sum_j\frac{2x_jA_j}{R}J_0\left(\frac{x_jr}{R}\right)=\frac q\varepsilon\,\delta^{(2)}(\mathbf r).$$

Multiply by one of the functions $J_0$ and integrate over the disc. Different functions are orthogonal and each has squared norm $\pi R^2J_1(x_j)^2$, so

$$A_j=\frac{q}{2\pi\varepsilon R\,x_jJ_1(x_j)^2}.$$

For independent donors, the number in a small volume $dV$ has mean and variance both equal to $N\,dV$. The mean axis potential is $N\int G\,dV$. By superposition this is the potential of the smooth charge, $\Delta\phi$; quadrature over point donors gives 0.1547 V. The variance is $N\int G^2\,dV$. The integral over $z$ contributes $R/x_j$ to each term, so

$$\int G^2dV=\sum_jA_j^2\,\pi R^2J_1(x_j)^2\,\frac R{x_j}
=\frac{q^2R}{4\pi\varepsilon^2}S,\qquad
S=\sum_j\frac1{x_j^3J_1(x_j)^2}.$$

With $S=0.388$, the rms scatter is

$$\sigma=\frac q\varepsilon\sqrt{\frac{NRS}{4\pi}}=38\ \mathrm{mV},$$

or 25% of $\Delta\phi$. A separate quadrature, using an integral form of $G$ instead of the Bessel sum, also gives 38.4 mV. This is the scatter from point to point along the axis, not the uncertainty of an average over a long wire. It exceeds $kT/q$: a shift of 38 mV changes a Boltzmann density by a factor of about 4, so the residual densities and the 0.48 V gate shift found above hold for smoothed donors, and a real wire empties unevenly along its length. With an oxide between wire and gate the surface is no longer an equipotential for each donor, and the scatter must be recalculated.

## The model beside a real wire

The radius and doping are plausible for a gated silicon test wire. For a thinner and more heavily doped wire, with $N=10^{19}\ \mathrm{cm^{-3}}$ and a radius of 5 nm, the same formula gives $10\times(5/20)^2\times0.155=0.097$ V. This is only an average along the wire: the ratio $\sigma/\Delta\phi$ varies as $1/\sqrt{NR^3}$, so with the gate directly on this thinner wire the rms scatter is about 60% of the drop. Of the effects sized here for the empty 20 nm wire, discrete doping moves the local drop most, by the rms 25% found above for a gate directly on the wire.

Other effects mainly concern how the wire empties:

- **Donor occupation.** A donor level can hold one electron of either spin, so the ratio of occupied to empty donors is $2(n/N_c)e^{E_b/kT}$. Here $N_c$ is the effective density of states of the conduction band and $E_b$ the donor binding energy. With rough values $N_c=2.8\times10^{19}\ \mathrm{cm^{-3}}$ and $E_b=45$ meV, 0.4% of donors on the axis are occupied at $n=0.01N$. Putting $n=N$ gives a ratio of about 0.4. Both figures count only the donor ground level. Excited donor levels can raise them several-fold, while screening and neighbouring donors lower $E_b$ at this doping and so reduce them. They are therefore order-of-magnitude estimates, but some donors in the neutral wire may stay occupied. That changes the reference for the gate voltage, but not the drop in the empty wire.
- **Degeneracy.** The ratio $N/N_c$ is 0.036, small enough for Boltzmann statistics to be a fair approximation.
- **Confinement.** The donors create an electron potential energy $q^2Nr^2/(4\varepsilon)$. Equating it to $m\omega^2r^2/2$ gives $\omega=\sqrt{q^2N/(2\varepsilon m)}$. The ground energy of this two-dimensional oscillator is $\hbar\omega=17.6$ meV for a mass of 0.19 electron masses, taken as isotropic in the cross-section. That mass gives the largest value: valleys with part of the heavy longitudinal mass (0.916 electron masses) in the cross-section lie lower, and the lowest level is about 13 to 15 meV depending on the wire direction. These energies are below $kT$, and in this parabolic well quantisation lowers the axis density by about 5 to 7% at a given potential, so the classical densities quoted during emptying carry an error of that order from this source. Once the electrons have gone, the drop is unaffected.
- **Breakdown.** The surface field is $qNR/(2\varepsilon)=0.155$ MV/cm, below a rough breakdown scale of several tenths of MV/cm to 1 MV/cm. A carrier crossing from axis to surface can gain only about 0.15 eV from the field, far less than the silicon gap of roughly 1.1 eV, so this radial drop cannot by itself drive impact ionisation.

The numerical output lists most of the values behind these estimates.

## Values computed for the example and the checks

```
Wire radius: 20 nm
Donor density: 1e+18 cm^-3
Temperature: 300 K
Silicon relative permittivity: 11.7
Elementary charge: 1.602177e-19 C
Silicon permittivity: 1.0359e-10 F/m
Centre-to-surface drop, formula: 0.1547 V
Centre-to-surface drop, Poisson solver: 0.1547 V
Mean drop from point donors: 0.1547 V
Surface field: 0.1547 MV/cm
Slab drop, half-thickness equal to radius: 0.3093 V
Neutral core radius for partial depletion: 10 nm
Partial-depletion potential: 0.06239 V
Partial-depletion capacitance: 0.9391 fF/um
Capacitance from finite difference: 0.9391 fF/um
Oxide thickness: 5 nm
Oxide relative permittivity: 3.9
Oxide voltage magnitude at full depletion: 0.2071 V
Gate shift magnitude from flat band: 0.3617 V
Thermal voltage: 25.85 mV
Drop / thermal voltage: 5.982
Ein function at that ratio: 2.366
Drop with axis density 0.1 N: 0.1483 V
Drop with axis density 0.01 N: 0.154 V
Drop with axis density 0.001 N: 0.1546 V
Shortfall at 0.01 N, integrated: 0.615 mV
Shortfall at 0.01 N, formula: 0.612 mV
Case: surface below neutral potential by the ideal drop
  Actual centre-to-surface drop: 0.1282 V
  Axis electron density / N: 0.359
  Mean electron density / N: 0.0805
Donors per wire length: 1.257 nm^-1
Bessel-zero sum S: 0.3876
Random-donor rms axis potential: 38.4 mV
Same rms from Green-function quadrature: 38.4 mV
Random-donor rms / drop: 24.8 %
Intrinsic density, rough input: 1e+10 cm^-3
Inversion bending, rough: 0.95 V
Radius where inversion comes first, rough: 50 nm
Surface holes at axis density 0.01 N: 3.9e+06 cm^-3
Donor binding energy, rough input: 45 meV
Band density of states, rough input: 2.8e+19 cm^-3
Occupied donors on axis at 0.01 N: 0.41 %
Neutral density / band density of states: 0.036
Transverse mass, rough input: 0.19 electron masses
Confinement energy, oscillator: 17.6 meV
Confinement energy, diagonalisation: 17.6 meV
```
